# How far hot carriers carry Joule heat before releasing it

**Question.** In a short high-field region of a chip, charge carriers drift at 100 km/s and need about 0.3 ps to pass their excess energy to the lattice. How far from the place where the field does its work does the heat appear, and what does that distance depend on?

**Answer.** The centre of the heating lies a few tens of nanometres downstream, that is, in the direction in which the carriers drift. The basic scale of this distance is the drift speed $v$ times the energy relaxation time $\tau$:

$$
v\tau=(100\ \mathrm{nm/ps})(0.3\ \mathrm{ps})=30\ \mathrm{nm}.
$$

The shift of the centre of the heating is $\gamma v\tau$, where $\gamma$ is a number of order one that describes how energy travels with the current. If energy simply rides along at the drift speed, $\gamma=1$ and the shift is 30 nm. For a drifting gas with a Maxwellian velocity distribution, $\gamma=5/3$ and the shift is 50 nm. Both values assume a uniform carrier density; if the density adjusts to the field, the shift can be twice as large. So 30 nm is a sound estimate of scale, but not a precise distance.

### The estimate from a single portion of energy

Suppose the carriers receive a small portion of energy at $x=0$ and time $t=0$. With a constant relaxation time, the fraction still held at time $t$ is $e^{-t/\tau}$. The fraction released between $t$ and $t+dt$ is therefore $e^{-t/\tau}dt/\tau$, and the mean release time is

$$
\int_0^\infty t\,\frac{e^{-t/\tau}}{\tau}\,dt
=\left[-t\,e^{-t/\tau}\right]_0^\infty+\int_0^\infty e^{-t/\tau}dt=\tau .
$$

If the energy moves at speed $v$, its mean release point is $x=v\tau$. Two choices matter here. The speed is the mean drift speed, not the random thermal speed, because random motion has no preferred direction. The time is the one for losing energy, not the one for losing direction of motion.

The weak point is the assumption that energy moves at the speed of the carriers. To examine it we need an energy balance.

### The energy balance and the centre of the heating

Let the carriers drift steadily along $+x$, with uniform density $n$. (For electrons the electric current then points along $-x$; $J$ below is its magnitude.) Continuity makes $nv$ uniform, so $v$ is uniform too. The charge that must sit where the field changes is taken to be fixed, so that it leaves $n$ uniform. A higher field at the same density and speed requires stronger scattering. The model prescribes the field and lets the friction with the lattice follow from the force balance; part of the extra friction then lies beyond the high-field region, as shown below. In a transistor the density and speed generally vary along the channel, and the formulas below then give only the scale of the shift; the last section shows a case where it doubles. A uniform background field drives the current everywhere, and its power is turned into heat locally. In a short region there is an extra force $F>0$ on each carrier along its motion. This convention covers electrons and holes alike.

All energies, fluxes and powers below are the amounts above the background. The extra electric power per volume is $P=nFv$. Let $u$ be the extra mean energy per carrier. The extra heat given to the lattice per volume and time is

$$
H=\frac{nu}{\tau}.
$$

"Heat" here means energy handed to phonons, at the place where it is handed over. The lattice temperature is held fixed.

Let $S$ be the extra energy flux. In a slab from $x$ to $x+dx$ nothing accumulates, so what enters equals what leaves:

$$
S(x)+P\,dx=S(x+dx)+H\,dx
\quad\Longrightarrow\quad
\frac{dS}{dx}=P-H .
$$

Assume that the extra energy dies out far from the region on both sides, fast enough that $xS\to0$. Integrating the balance over all $x$ gives $\int P\,dx=\int H\,dx=Q$, the extra power per area. All the electric energy becomes heat, though not in the same place.

To find the displacement, multiply the balance by $x$ and integrate the left side by parts:

$$
\int x\frac{dS}{dx}dx=[xS]_{-\infty}^{\infty}-\int S\,dx=-\int S\,dx .
$$

The right side is $\int xP\,dx-\int xH\,dx$. Changing signs and dividing by $Q$ gives the shift $\Delta$ of the heat centroid relative to the power centroid:

$$
\Delta=\frac{\int xH\,dx-\int xP\,dx}{Q}=\frac{\int S\,dx}{Q}.
$$

No shape of the field was assumed. If the flux has the form $S=\gamma vnu$, then $nu=\tau H$ gives $\int S\,dx=\gamma v\tau Q$, and

$$
\Delta=\gamma v\tau .
$$

### Why the factor can be 5/3

Energy flux is the average of velocity times energy. If the two are uncorrelated, the average factorizes and $\gamma=1$. In a gas with a parabolic band they are correlated: a carrier moving forward faster than average tends to have more energy.

Write the velocity as the drift $v$ along $x$ plus a random part $\mathbf c$. For a Maxwellian at temperature $T$ and effective mass $m$, each component has zero mean and $\langle c_x^2\rangle=k_BT/m$, so $\langle c^2\rangle=3k_BT/m$. The mean energy is

$$
\frac m2\langle v^2+2vc_x+c^2\rangle=\frac{mv^2}{2}+\frac32k_BT .
$$

The energy flux per carrier is

$$
\frac m2\left\langle(v+c_x)(v^2+2vc_x+c^2)\right\rangle
=\frac m2\left(v^3+v\langle c^2\rangle+2v\langle c_x^2\rangle\right),
$$

because the terms odd in $\mathbf c$ average to zero. Inserting the averages gives

$$
\frac m2\left(v^3+\frac{3vk_BT}{m}+\frac{2vk_BT}{m}\right)
=v\left(\frac{mv^2}{2}+\frac52k_BT\right).
$$

Now raise the temperature by $\delta T$ at fixed $v$. The energy rises by $u=\tfrac32k_B\delta T$ and the flux per carrier by $\tfrac52vk_B\delta T=\tfrac53vu$. Hence $\gamma=5/3$. This value rests on the parabolic band and on a random velocity $\mathbf c$ that is isotropic about the drift, so that $\langle c_x^2\rangle=\langle c^2\rangle/3$; a drifting Fermi-Dirac gas gives $5/3$ as well. Scattering that depends on energy changes that form. For a non-degenerate gas with a momentum relaxation time proportional to $E^r$, $\gamma=(5/2+r)/(3/2)$, which is $4/3$ for $r=-1/2$ and $8/3$ for $r=3/2$, or shifts of 40 and 80 nm.

The additional $2/3$ is pressure work. The pressure is $nk_BT$, and hot carriers push on those ahead of them. The force balance shows where this enters. With uniform $n$ and $v$ there is no acceleration, so the extra friction force $R$ from the lattice is

$$
R=F-\frac1n\frac{d(nk_BT)}{dx}=F-\frac23\frac{du}{dx}.
$$

Using this in $\tfrac53v\,du/dx=Fv-u/\tau$ gives

$$
v\frac{du}{dx}=Rv-\frac u\tau .
$$

This is the balance with $\gamma=1$, but driven by the friction power $Rv$ instead of the electric power $Fv$. Heat therefore appears $v\tau=30$ nm beyond the centre of the friction power. The friction power is itself displaced from the electric power by

$$
\frac{-\tfrac23v\int x\,(du/dx)\,dx}{\int Fv\,dx}
=\frac{\tfrac23v\int u\,dx}{\int (u/\tau)\,dx}
=\frac23v\tau=20\ \mathrm{nm}.
$$

The sum is 50 nm. The two answers differ because they start from different places: where carriers rub against the lattice, or where the field works on them. The electric power density, current density times field, belongs to the second. If a stretch of higher resistance confines the extra friction to itself, the first applies: the heat is centred 30 nm beyond the centre of the friction power in that stretch, as long as electronic heat conduction is absent or uniform.

### How the heat is spread along the current

The centroid is one number; the profile says more. Put $S=\gamma vnu=LH$, with $L=\gamma v\tau$, into the energy balance:

$$
L\frac{dH}{dx}+H=P .
$$

Let $P=P_0$ for $0<x<\ell$ and zero elsewhere. Where $P=0$, the solution is proportional to $e^{-x/L}$. For $x<0$ this grows without limit towards $-\infty$, so its coefficient must vanish and no heat appears upstream. Starting from $H(0)=0$,

$$
H=P_0\left(1-e^{-x/L}\right)\qquad(0<x<\ell),
$$

$$
H=P_0\left(1-e^{-\ell/L}\right)e^{-(x-\ell)/L}\qquad(x>\ell).
$$

The share released inside the region is

$$
\frac1{P_0\ell}\int_0^\ell H\,dx=1-\frac L\ell\left(1-e^{-\ell/L}\right),
$$

and the rest is released after it. The heating peaks at the exit, where the carriers have their largest extra energy:

$$
u_{\max}=Fv\tau\left(1-e^{-\ell/L}\right).
$$

For a long region, $\ell\gg L$, the share released outside is about $L/\ell$, and the local rule $H=P$ is good except near the ends. The centroid still moves by $L$, but that is a small part of $\ell$. More generally, for power varying slowly over a distance $L$, replacing $H$ by $P$ in the derivative gives $H\approx P-L\,dP/dx\approx P(x-L)$: the heating is the power profile moved downstream by $L$.

For a short region, $\ell\ll L$, expand $1-e^{-\ell/L}\approx\ell/L-\ell^2/(2L^2)$. The share released inside is then about $\ell/(2L)$. The peak heating is about $P_0\ell/L=Q/L$. Making the region shorter at fixed total power no longer concentrates the heat: the relaxation length sets its extent.

### Numbers for a 20 nm region

Take round model parameters: $n=10^{24}\ \mathrm{m^{-3}}$, an extra field of 10 MV/m, and $\ell=20$ nm. The extra voltage drop is 0.20 V. The current density is

$$
J=env=1.60\times10^{10}\ \mathrm{A/m^2},
$$

and the extra electric power density is $J$ times the field, $1.60\times10^{17}\ \mathrm{W/m^3}$. Over 20 nm this amounts to $3.2\times10^9\ \mathrm{W/m^2}$.

Each carrier receives $Fv=1.00$ eV/ps while it is in the region. In a very long region its extra energy would level off at $Fv\tau=0.30$ eV. Here it leaves long before that. For $\gamma=5/3$, $\ell/L=20/50=0.40$ and $1-e^{-0.40}=0.330$, so

$$
u_{\max}=0.30\times0.330\ \mathrm{eV}=0.099\ \mathrm{eV}.
$$

From $\delta T=2u/(3k_B)$, which holds for a non-degenerate gas, this is a carrier temperature rise of about 770 K. It is not a rise of the lattice temperature. At this density, carriers of small effective mass are degenerate at room temperature, and the rise is then larger: starting from 300 K in a parabolic band, about 820 K for a mass of 0.067 and about 990 K for 0.023 free-electron masses.

The share of heat released inside is $1-(50/20)\times0.3297$, or 17.6 %; the other 82.4 % comes out downstream. The peak heating is $5.3\times10^{16}\ \mathrm{W/m^3}$, one third of the electric power density. Placing all the heat where the field works would thus overstate the peak by a factor of three in this model.

With $\gamma=1$ the peak extra energy is 0.146 eV and 27.0 % of the heat is released inside. The choice of $\gamma$ changes the details, but in both cases most of the heat leaves the region with the carriers.

### What electronic heat conduction changes

Random motion also carries energy from hot to cold carriers. Let $D$ be the electronic heat diffusivity, taken constant, and add this conduction to the flux:

$$
S=\gamma vnu-nD\frac{du}{dx}.
$$

The integral of the new term is $-nD[u]_{-\infty}^{\infty}=0$. Hence $\Delta=\gamma v\tau$ is unchanged: conduction spreads the heat both ways about the same centre. The same holds for a conductivity that depends on carrier temperature alone, since its flux integrates to a difference between equal end temperatures. A conductivity that also varies with position can move the centre. Stronger scattering in the high-field region would lower $D$ there, so a constant $D$ is a simplification; in the example below, cutting $D$ to a quarter inside the region moves the shift from 50 to about 55 nm. Conduction also makes $du/dx$ positive upstream, where the extra friction $R=-\tfrac23\,du/dx$ is then negative. In the example it reaches the equivalent of about 2.5 MV/m at the entrance, so uniform $n$ requires a background field above that value.

For the profile, use $u=\tau H/n$ and define $s^2=D\tau$. The balance becomes

$$
L\frac{dH}{dx}-s^2\frac{d^2H}{dx^2}+H=P .
$$

Consider a point source of unit strength at $x=0$. Upstream, $H=Ae^{k_ux}$ requires $s^2k_u^2-Lk_u-1=0$. Downstream, $H=Ae^{-k_dx}$ requires $s^2k_d^2+Lk_d-1=0$. The positive roots, which make both tails decay, are

$$
k_u=\frac{\sqrt{L^2+4s^2}+L}{2s^2},\qquad
k_d=\frac{\sqrt{L^2+4s^2}-L}{2s^2}.
$$

$H$ is continuous at the source, so both tails share the amplitude $A$. Integrating the equation across the source gives $s^2A(k_u+k_d)=1$, hence $A=1/\sqrt{L^2+4s^2}$.

Take $D=0.002\ \mathrm{m^2/s}$, for which $s=24.5$ nm and $s^2=600\ \mathrm{nm^2}$. With $L=50$ nm the square root is $\sqrt{2500+2400}=70$ nm. The decay lengths are

$$
\frac1{k_u}=\frac{1200}{70+50}\ \mathrm{nm}=10\ \mathrm{nm},\qquad
\frac1{k_d}=\frac{1200}{70-50}\ \mathrm{nm}=60\ \mathrm{nm}.
$$

To get the share released before the region, integrate the upstream tail of a source at $x'$ over $x<0$. This gives $(A/k_u)e^{-k_ux'}$. Averaging over $0<x'<\ell$ gives

$$
\frac{A}{k_u^2\ell}\left(1-e^{-k_u\ell}\right)
=\frac{10^2}{70\times20}\left(1-e^{-2}\right)=0.062 .
$$

The downstream share follows in the same way with $k_d$ in place of $k_u$. The shares before, inside and after the region are 6.2 %, 20.9 % and 72.9 %. Less heat is released downstream than without conduction, but its tail is longer, 60 nm instead of 50 nm, and the centroid stays put. Numerical solutions for a uniform field and for a field rising linearly through the region both give a shift of 50.0 nm.

The width follows from moments. For the point source, multiply the equation by $x$ and by $x^2$ and integrate by parts:

$$
\langle x\rangle=L,\qquad
\langle x^2\rangle=2L\langle x\rangle+2s^2=2L^2+2s^2 .
$$

The variance is $\langle x^2\rangle-\langle x\rangle^2=L^2+2s^2$. A source of finite length adds its own variance, $\ell^2/12$ for the uniform region. The root-mean-square width is therefore

$$
\sqrt{\frac{20^2}{12}+50^2+2\times600}\ \mathrm{nm}=61\ \mathrm{nm},
$$

against 50 nm without conduction. For constant $\tau$ the heat is spread at least as widely as it is displaced, so the shift should not be pictured as a sharp hot spot moved bodily by 50 nm. If $s\gg L$, the spreading is nearly symmetric and the shift is hard to see beside it.

### If hotter carriers relax more slowly

The relaxation time need not be constant. Let $\tau$ depend on $u$, still defined by $H=nu/\tau(u)$, and leave out conduction. The centroid formula then gives

$$
\Delta=\frac{\gamma v\int nu\,dx}{\int H\,dx}
=\gamma v\frac{\int\tau H\,dx}{\int H\,dx}=\gamma v\langle\tau\rangle ,
$$

where the average is weighted by the heat released. As an illustration, let $\tau$ grow from 0.3 ps as $1+u/u_1$, with $u_1=0.20$ eV. For the same region and $\gamma=5/3$, the peak extra energy is 0.104 eV and the weighted time is 0.381 ps. The shift becomes

$$
\Delta=\frac53\times100\ \mathrm{nm/ps}\times0.381\ \mathrm{ps}\approx64\ \mathrm{nm}.
$$

The displacement now depends on the strength of the field, because a stronger field makes the carriers hotter and lengthens $\tau$. With constant $\tau$ it does not. This form of $\tau(u)$ suits only a short region: its loss rate $u/\tau(u)$ stays below $u_1/(0.3\ \mathrm{ps})=0.67$ eV/ps, less than the 1 eV/ps supplied here, so in a long region the carrier energy would never level off.

### Scaling and limits of the estimate

For constant $\tau$, the shift doubles if either the drift speed or the relaxation time doubles. It does not depend on the extra power, the carrier density or the length of the region at fixed $v$ and $\tau$. What the length decides is whether the shift matters: compare $\gamma v\tau$ with the distance over which the electric power varies.

The estimate needs care in four situations. First, a contact may lie within a few relaxation lengths. Without conduction, the share of the energy still carried at a distance $d$ after the region is $(L/\ell)(1-e^{-\ell/L})e^{-d/L}$. In the example this is $0.824\,e^{-d/L}$, and a contact at that point receives it. The flux then does not vanish at the end of the device, and the centroid formula needs its boundary term.

Second, carriers that cross the region with few collisions need not have a Maxwellian distribution, nor a single relaxation time. The value $5/3$ then loses its basis, and the velocity distribution itself must be found. The product $v\tau$ is then at best a rough guide, and $v$ must be the speed the carriers actually reach in the region, which can be well above the drift speed used here.

Third, the phonons that receive the energy can move before they come to equilibrium, and the heat then flows through the lattice. The calculation locates the heat source; the temperature map is a further problem, with this displaced source as its input.

Fourth, the density may adjust to the field. Keep the scattering rate uniform, let $F_0$ be the background force and let the extra force be weak. The friction per volume is then fixed by the current, so integrating the force balance gives $F_0\int\delta n\,dx=-n\int F\,dx$. The background carriers each release the power $F_0v$, so the extra heat is $nu/\tau+F_0v\,\delta n$. The second term integrates to $-Q$, hence $\int(nu/\tau)\,dx=2Q$, $\int S\,dx=2\gamma v\tau Q$ and $\Delta=2\gamma v\tau$, which is 100 nm for $\gamma=5/3$.

For the speed and time in the question, the answer is a downstream shift of 30 to 50 nm ($3$ to $5\times10^{-8}$ m) for the two energy-transport pictures with constant $\tau$ and uniform density. It is more, up to about 100 nm in the cases above, if hot carriers relax more slowly, if scattering weakens with energy, or if the density adjusts to the field. The numerical output below gives the values for each case.

## Values computed for the example and the checks

```
Drift speed v: 100 km/s = 100 nm/ps
Energy relaxation time tau: 0.3 ps
Basic length v*tau: 30.0 nm
gamma from Maxwellian averages: 1.6667
Carrier density: 1.0e+24 1/m^3
Extra field: 10 MV/m
Length of high-field region: 20 nm
Extra voltage drop: 0.20 V
Extra power per carrier: 1.00 eV/ps
Limit F*v*tau of extra energy: 0.30 eV
Current density: 1.602e+10 A/m^2
Extra electric power density: 1.602e+17 W/m^3
Extra power per area: 3.204e+09 W/m^2
gamma=1, no conduction: centroid shift 30.00 nm
gamma=1: peak extra energy 0.1460 eV
gamma=1: heat released inside 27.0 %
gamma=1: heat released after 73.0 %
gamma=5/3, no conduction: centroid shift 50.00 nm
gamma=5/3: peak extra energy 0.0989 eV
gamma=5/3: heat released inside 17.6 %
gamma=5/3: heat released after 82.4 %
gamma=5/3: peak temperature rise 765 K
gamma=5/3: peak lattice heating 5.282e+16 W/m^3
gamma=5/3: peak heating / electric power 0.330
Heat diffusivity D: 0.002 m^2/s
Conduction length s: 24.49 nm
With conduction, box: shift 50.00 nm
With conduction, ramp: shift 50.00 nm
Upstream decay length: 10.00 nm
Downstream decay length: 60.00 nm
With conduction: heat before region 6.2 %
With conduction: heat inside region 20.9 %
With conduction: heat after region 72.9 %
RMS heat width without conduction: 50.3 nm
RMS heat width with conduction: 61.1 nm
Energy scale u1 for growing tau: 0.20 eV
Growing tau: peak extra energy 0.1039 eV
Growing tau: heat-weighted tau 0.3812 ps
Growing tau: centroid shift 63.53 nm
```
